# Flight Time and Choice of Scattering Mechanism in Monte Carlo Transport, part 2

An electron flies freely under a constant force \(\boldsymbol{\mathcal F}\), with \(\hbar\,d\mathbf k/dt=\boldsymbol{\mathcal F}\), until one of several competing mechanisms \(i\) scatters it. The problem is to draw the flight time \(T\) and the mechanism \(I\) correctly, here for electrons in a silicon-like valley.

Along the path, mechanism \(i\) has the rate \(\lambda_i(t)\), and \(\Lambda(t)=\sum_i\lambda_i(t)\). From (a), the survival probability is

\[
S(t)=e^{-H(t)},\qquad H(t)=\int_0^t\Lambda(t')\,dt'.
\]

The joint density of \(T\) and \(I\) is \(f_i=\lambda_iS\), and the time density is \(f=\Lambda S\). A uniform number \(u\) gives the time through \(H(T)=-\ln u\).

From (b), the mechanism must then be chosen with the ratios \(r_i=\lambda_i/\Lambda\) at the end of the flight. The first cumulative sum \(r_1,\ r_1+r_2,\dots\) not smaller than a second uniform number \(v\) selects it. A rule using other probabilities \(q_i\) has the error

\[
D=\frac12\int_0^\infty\sum_i\left|q_i(t)-r_i(t)\right|f(t)\,dt .
\]

The overall share of a mechanism is \(P_i=\int_0^\infty f_i(t)\,dt\).

From (e), \(T\) and \(I\) are independent if all rates keep fixed ratios along the path, even if they depend on energy. In zero field they are independent for each starting state, but pooling two starting states with different total rates and different ratios makes the mechanism depend on flight time.

In (f), self-scattering, a fictitious mechanism that leaves the state unchanged, raises the total rate to a constant \(\Gamma_0\ge\Lambda(t)\). The mean number of tentative flights per real flight is \(\langle n_{\rm t}\rangle=\Gamma_0\langle T\rangle\).

The model is one parabolic, isotropic valley at 300 K, in a field of 10 kV/cm. The electron starts at \(E_0=20\) meV, moving along the force. The parameters are:

- density-of-states mass \(m=(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0\), with \(m_0\) the free-electron mass
- mass density \(\rho=2329\) kg/m³
- sound speed \(v_s=9000\) m/s
- acoustic deformation potential \(\Xi=9\) eV
- one effective intervalley phonon of energy \(W=60\) meV, with coupling \(K=10^9\) eV/cm, which includes the sum over final valleys

### (g) What are the rates and the path?

*Find the rates of acoustic scattering, phonon absorption and phonon emission, and express them along the flight.*

**Solution.** Per unit volume and spin, the number of states with wavevector below \(k\) is \((4\pi k^3/3)/(2\pi)^3=k^3/6\pi^2\). With \(k=\sqrt{2mE}/\hbar\), differentiation with respect to \(E\) gives the density of states

\[
g(E)=\frac{d}{dE}\,\frac{(2mE)^{3/2}}{6\pi^2\hbar^3}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

If the squared matrix element is \(C/V\) in a volume \(V\), independent of angle, the golden rule gives the rate \((2\pi/\hbar)\,C\,g(E_{\rm final})\).

A phonon of frequency \(\omega\) has the squared displacement matrix element \(\hbar/(2\rho V\omega)\), times \(N\) for absorption or \(N+1\) for emission, where \(N\) is the phonon number. An acoustic wave shifts the band by \(\Xi\) times the strain, which adds the factor \(\Xi^2q^2\). With \(\omega=v_sq\) and \(\hbar v_sq\ll k_BT_L\), where \(T_L\) is the lattice temperature, \(2N+1\simeq2k_BT_L/(\hbar v_sq)\). The sum of absorption and emission is then

\[
C_{\rm ac}=\frac{\hbar\Xi^2q^2}{2\rho v_sq}\,\frac{2k_BT_L}{\hbar v_sq}=\frac{\Xi^2k_BT_L}{\rho v_s^2}.
\]

The acoustic phonon energy is neglected, so this scattering is elastic. For backscattering this energy reaches about 5 meV at \(E=20\) meV and 12 meV at 115 meV, against \(k_BT_L=26\) meV. Absorption and emission nearly cancel, however, and the mean net exchange per event stays below 1 meV at these energies. The intervalley phonon shifts the energy by \(K\) times the displacement. With \(\hbar\omega=W\),

\[
C_{\rm abs}=\frac{\hbar^2K^2}{2\rho W}N,\qquad C_{\rm em}=\frac{\hbar^2K^2}{2\rho W}(N+1),
\]

where \(N=1/(e^{W/k_BT_L}-1)=0.1089\). The final energies are \(E+W\) and \(E-W\), and emission is impossible for \(E<W\).

It is convenient to use \(x=\sqrt E\), with \(E\) in meV. The momentum is \(\sqrt{2m}\,x\) and grows linearly in time, so

\[
x(t)=x_0+bt,\qquad b=\frac{\mathcal F}{\sqrt{2m}}=16.54\ \text{meV}^{1/2}/\text{ps},
\]

with \(x_0=\sqrt{20}=4.472\). The rates are

\[
\lambda_{\rm ac}=a_1x,\qquad \lambda_{\rm abs}=a_2\sqrt{x^2+W},\qquad \lambda_{\rm em}=a_3\sqrt{x^2-W},
\]

the last only for \(x^2>W\). At the start the first two are 1.490 and 0.453 ps⁻¹. Hence \(a_1=1.490/4.472=0.3332\) and \(a_2=0.453/\sqrt{80}\approx0.0507\). The phonon factors give \(a_3=a_2(N+1)/N=0.516\). All three are in ps⁻¹ meV\(^{-1/2}\), and their last digits follow from the unrounded rates.

The starting ratios for acoustic scattering, absorption and emission are 0.767, 0.233 and 0. The electron reaches the emission threshold at

\[
t_W=\frac{\sqrt{60}-\sqrt{20}}{16.54}=0.198\ \text{ps}.
\]

### (h) How does one flight end?

*Use \(u=0.2\) for the time and \(v=0.7\) for the mechanism.*

**Solution.** Since \(dt=dx/b\), the integral \(H\) can be found in closed form. Differentiation confirms that

\[
\int\sqrt{x^2\pm W}\,dx=\frac12\left[x\sqrt{x^2\pm W}\pm W\ln\!\left(x+\sqrt{x^2\pm W}\right)\right]:
\]

the derivative of the first term in the bracket is \(2\sqrt{x^2\pm W}\mp W/\sqrt{x^2\pm W}\), and that of the logarithm is \(1/\sqrt{x^2\pm W}\), so the unwanted terms cancel.

We need \(H(T)=-\ln0.2=1.609\). The numerical solution is \(T=0.378\) ps, when \(E=115\) meV and \(x=10.72\). The three parts of \(H\) show how this comes about. The acoustic part is

\[
\frac{a_1(x^2-x_0^2)}{2b}=\frac{0.3332\times95.0}{33.08}=0.957 .
\]

For absorption, the integral from \(x_0\) to \(x\) is 68.3 meV, which gives \(0.0507\times68.3/16.54=0.209\). For emission, the integral starts at \(\sqrt W\) and is 14.2 meV, which gives \(0.516\times14.2/16.54=0.443\). The sum is 1.609, the required value.

At the end of the flight the rates and ratios are:

| mechanism | rate (ps⁻¹) | ratio | cumulative |
|---|---:|---:|---:|
| acoustic | 3.573 | 0.443 | 0.443 |
| absorption | 0.670 | 0.083 | 0.526 |
| emission | 3.826 | 0.474 | 1.000 |

The number \(v=0.7\) lies above 0.526, so the electron emits a phonon and is left with \(115-60=55\) meV. With the starting ratios, the same number lies below 0.767 and would select acoustic scattering. The electron would then keep all 115 meV.

### (i) What do wrong rules do to the average flight?

*Compare the correct law with two rules that use the correct flight times: one takes the ratios at the start, the other the overall shares \(P_i\).*

**Solution.** The integrals over time were evaluated by the trapezoidal rule with 80 001 points from 0 to 4 ps. Halving the density of points changes no share by more than \(2\times10^{-7}\). The results are:

| mechanism | share | mean time (ps) | mean end energy (meV) |
|---|---:|---:|---:|
| acoustic | 0.610 | 0.213 | 69.7 |
| absorption | 0.136 | 0.193 | 64.1 |
| emission | 0.254 | 0.369 | 115.4 |
| all | 1 | 0.250 | 80.6 |

Flights that end by emission are longer than average because emission has to wait for the threshold. The dependence is also visible in the emission share among flights of similar length. The last column below comes from a simulation of 100 000 electrons in time slices of 0.5 fs. In each slice every mechanism fires separately with probability \(\lambda_i\,dt\), so no ratio is used. The rare double firings are ignored.

| flight time (ps) | from \(f_i\) | simulation |
|---|---:|---:|
| 0.0–0.1 | 0 | 0 |
| 0.1–0.2 | 0.002 | 0.002 |
| 0.2–0.3 | 0.338 | 0.340 |
| 0.3–0.4 | 0.456 | 0.460 |
| 0.4–0.6 | 0.503 | 0.505 |
| 0.6–0.8 | 0.533 | 0.536 |

The small entry in the second row arises because the threshold, at 0.198 ps, lies just inside that interval.

*Starting ratios.* This rule never selects emission for this start, so it misses the full share of 0.254. Its error is \(D=0.267\). The remaining 0.013 comes from acoustic scattering. The quotient \(\lambda_{\rm ac}/\lambda_{\rm abs}\propto x/\sqrt{x^2+W}\) rises with energy, so before emission becomes strong the true acoustic ratio exceeds its starting value.

The average energy exchanged with the intervalley phonons even changes sign. Under the correct law the electron gains, per flight,

\[
60\,(0.136-0.254)\ \text{meV}=-7.1\ \text{meV},
\]

which is a loss to the lattice. The starting ratios give \(60\times0.233=+14.0\) meV, a gain.

*Overall shares.* This rule gives the correct number of each kind of event, and hence the correct mean exchange of \(-7.1\) meV. Its error is nevertheless \(D=0.206\), because the events are attached to the wrong flights. The survival probability at the threshold is \(S(t_W)=0.605\), so a fraction \(1-0.605=0.395\) of its emissions falls on electrons with less than 60 meV. These would be left with negative kinetic energy. The mean energy before emission would be 80.6 meV, the average over all flights, instead of 115.4 meV.

*Self-scattering.* A constant rate \(\Gamma_0=40.9\) ps⁻¹ covers the total rate up to 2.5 ps. By (f), the mean number of tentative flights per real flight is \(40.9\times0.2495=10.2\). A sample of 100 000 flights gave 10.2, and none lasted beyond 2.5 ps.

### (j) What do the two special cases of (e) look like in numbers?

*Treat first a pair of proportional rates, and then pooled starts in zero field.*

**Solution.** Keep the path, but let the only mechanisms be acoustic scattering and a second elastic one with half its rate. Over 0.6 ps both rates grow by the factor \((4.472+16.54\times0.6)/4.472=3.22\), yet the second mechanism has the ratio \(0.5/1.5=1/3\) throughout. A time-sliced simulation of 60 000 electrons gave it a share of 0.335 among flights shorter than 0.3 ps and 0.330 among longer ones. The difference of 0.005 has a standard error of 0.004, so the sample shows no significant dependence on flight time.

Now restore the three original mechanisms, remove the field, and start half the electrons at 20 meV and half at 100 meV. At 20 meV the total rate is \(1.490+0.453=1.943\) ps⁻¹ and emission is impossible. At 100 meV the rates are

\[
0.3332\times10=3.332,\quad 0.0507\sqrt{160}=0.641,\quad 0.516\sqrt{40}=3.263\ \text{ps}^{-1}.
\]

The total is 7.236 ps⁻¹ and the emission ratio is 0.451. The fractions surviving beyond 0.2 ps are \(e^{-0.389}=0.678\) and \(e^{-1.447}=0.235\). The emission shares among short and long flights are therefore

\[
\frac{0.451\times0.765}{0.765+0.322}=0.317,\qquad \frac{0.451\times0.235}{0.235+0.678}=0.116 .
\]

Each starting energy alone has a fixed emission ratio, 0 or 0.451. The pooled share falls with flight time because long flights come mostly from 20 meV.

### (k) How far does the model stand from real silicon?

*Estimate how the neglected effects change the emission share 0.254 and the error \(D=0.206\) of the overall-share rule.*

**Solution.** Each row changes one feature and keeps the starting energy, field and other parameters fixed. The integrals are repeated as in (i).

| change | emission share | \(D\) |
|---|---:|---:|
| nonparabolic band, \(E(1+\alpha E)=p^2/2m\), \(\alpha=0.5\) eV⁻¹ | 0.226 | 0.196 |
| mass along the field \(0.92\,m_0\) | 0.164 | 0.189 |
| mass along the field \(0.19\,m_0\) | 0.297 | 0.199 |
| lattice at 400 K | 0.163 | 0.172 |
| phonon energy lowered by 5.3 meV | 0.272 | 0.209 |

The conduction valleys of silicon are strongly anisotropic, which the model ignores. For a field along a cube axis, two of the six valleys have the heavy mass along the field and four have the light one. The heavy mass lowers the emission share by about 35 % relative to the model, since the electron gains energy more slowly. Heating the lattice to 400 K has a similar effect. The acoustic rate and the phonon number rise, so the survival to the threshold falls from 0.605 to 0.481. Among the flights that pass the threshold, the emission share also falls, from 0.419 to 0.339, because acoustic scattering and absorption grow faster with temperature than emission. The two effects contribute about equally. The last row uses the collision broadening \(\hbar\Lambda=5.3\) meV at the end of the flight in (h) as a rough measure of how sharp the threshold is. Lowering \(W\) also raises the phonon number and the factor \(1/W\) in the coupling, so this row does not isolate the effect of the threshold. With the coupling strengths held fixed, the emission share rises slightly more, to about 0.275. Real silicon also has several intervalley phonons of different energies. In commonly used parameter sets some lie below 20 meV, so the absence of emission at the start is a feature of the single-phonon model. In all five variants \(D\) stays between 0.17 and 0.21, so the dependence between time and mechanism survives these changes taken one at a time. Combined changes can leave this range: a common set of six intervalley phonons between 12 and 62 meV, grouped into absorption and emission, gives \(D\approx0.21\) alone and about 0.15 together with the nonparabolic band and the heavy mass.

The starting direction matters as well, since real scattering sends electrons in many directions. With the same starting energy, the emission share is 0.164 for a start at right angles to the force and 0.136 for a start against it. The corresponding values of \(D\) are 0.198 and 0.215.

The effects that follow are much smaller here. At \(10^{14}\) electrons per cm³, the band-edge occupation is the density divided by \(12(2\pi mk_BT_L/h^2)^{3/2}\), with six valleys and two spins. This is \(4\times10^{-6}\), so blocking by occupied final states is negligible. The chance of reaching the gap energy of 1.12 eV in one flight from this start, calculated from \(S\) with the parabolic band, is about \(10^{-12}\) for the model's mass and about \(5\times10^{-10}\) for the light mass along the field. These values are far too large, because the band is not parabolic at such energies: with \(\alpha=0.5\) eV⁻¹ the light-mass value falls to about \(10^{-24}\). Impact ionisation can therefore be ignored for this flight, though energy may build up over many flights. For tunnelling across the gap \(E_g\), a triangular barrier gives the exponent

\[
\frac2\hbar\int_0^{E_g/\mathcal F}\!\sqrt{2m_t(E_g-\mathcal Fz)}\,dz=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar\mathcal F}\simeq3500
\]

with \(m_t=0.19\,m_0\). The number depends on the barrier model: a two-band dispersion in the gap with the same mass gives about 2100. Either way, tunnelling is negligible at this field.
